# Why macropore porosity can rise with depth at constant anodisation current

**Q:** Suppose I etch straight macropores into n-type silicon in hydrofluoric acid, holding the current constant throughout. A cross-section shows pores wider at the bottom than at the top. The same charge passed every minute, so how can the porosity change?

**A:** Constant current fixes how much silicon dissolves per unit time, but not how that volume is divided between pore area and pore length. Let \(J\) be the applied current per unit sample area, \(p\) the open area fraction at the growing front, and \(v\) the front speed. If \(n\) charges pass for each dissolved silicon atom, the molar dissolution rate per sample area is \(J/(nF)\), with \(F\) the Faraday constant. In time \(dt\) the front removes a silicon volume \(p\,v\,dt\) per sample area, containing \(\rho\,p\,v\,dt\) moles, where \(\rho\) is the molar density of silicon. Hence
\[
p\,v=\frac{J}{nF\rho}.
\]
At constant \(J\) and \(n\) the product \(pv\) is fixed. If the front slows, the porosity must rise.

**Q:** What sets the front speed, if not the current I apply?

**A:** The chemistry at the tip. Below a critical current density \(J_c\), dissolution is limited by the supply of holes, and above it by the removal of oxide by HF. In a simple picture of stable macropores, the tip adjusts its area until it works at \(J_c\). With too much current per tip area, oxide slows the foremost part and dissolution spreads sideways, so the pore widens. With too little, the foremost part takes the holes and the pore narrows. I take this tip rule as an assumption, with \(J_c\) referred to the flat pore cross-section.

If the walls carry no current, all of \(J\) passes through the tips, so
\[
J=p\,J_c(c),\qquad p=\frac{J}{J_c(c)},\qquad v=\frac{J_c(c)}{nF\rho},
\]
where \(c\) is the HF concentration at the tip. At fixed temperature I use the empirical power law
\[
J_c(c)=J_{c0}\left(\frac{c}{c_0}\right)^{3/2},
\]
with \(c_0\) the bath concentration and \(J_{c0}=J_c(c_0)\). Less HF at the tip means a smaller critical current density, and the same total current then needs more tip area.

**Q:** My bath is stirred and large. Why should the tip see less HF than the bath?

**A:** The HF must reach the tip through the pore, and diffusion requires a concentration gradient. The reaction is
\[
\mathrm{Si}+6\,\mathrm{HF}+n\,\mathrm h^+\rightarrow \mathrm{H_2SiF_6}+n\,\mathrm H^+ +\frac{4-n}{2}\,\mathrm H_2 ,
\]
so \(\nu=6\) HF molecules are used per silicon atom, and the demand per sample area is \(\nu J/(nF)\).

Let \(z\) point down from the surface. The downward diffusive flux inside a pore is \(-D\,\partial c/\partial z\), with \(D\) the HF diffusivity. Per sample area it is multiplied by \(p(z)\). Passive walls consume nothing, so in quasi-steady transport the same flux crosses every depth:
\[
-p(z)\,D\,\frac{\partial c}{\partial z}=\frac{\nu J}{nF}.
\]
With \(\kappa=\nu/(nFD)\), division by \(p(z)D\) gives \(\partial c/\partial z=-\kappa J/p(z)\). Integrating from the mouth, where stirring keeps \(c=c_0\), to the tip at depth \(L\) gives
\[
c_{\rm tip}(L)=c_0-\kappa J\int_0^L\frac{dz}{p(z)}.
\]
Each layer acts as a diffusion resistance proportional to its thickness divided by its open area. Fluoride carried by ions drifting in the electric field is left out of this balance.

**Q:** That looks circular. The porosity determines the concentration, and the concentration determines the porosity.

**A:** The history of growth resolves it. The porosity at depth \(z\) was fixed when the front passed, so \(p(z)=J/J_c(c_{\rm tip}(z))\). Differentiating the integral with respect to its upper limit and inserting this porosity gives
\[
\frac{dc_{\rm tip}}{dL}=-\frac{\kappa J}{p(L)}
=-\kappa J\,\frac{J_c(c_{\rm tip})}{J}
=-\kappa J_c(c_{\rm tip}).
\]
The applied current has cancelled. Doubling it doubles the HF demand, but it also doubles the open area through which HF arrives.

Now set \(x=c_{\rm tip}/c_0\) and define
\[
\ell=\frac{2c_0}{\kappa J_{c0}}=\frac{2nFDc_0}{\nu J_{c0}} .
\]
Dividing the differential equation by \(c_0\), and writing \(z\) for the front depth, gives
\[
\frac{dx}{dz}=-\frac{\kappa J_{c0}}{c_0}x^{3/2}=-\frac{2}{\ell}x^{3/2}.
\]
Separate the variables and use \(\int x^{-3/2}dx=-2x^{-1/2}\), with \(x=1\) at \(z=0\):
\[
-2\left(x^{-1/2}-1\right)=-\frac{2z}{\ell}
\quad\Rightarrow\quad
x=\frac{1}{(1+z/\ell)^2}.
\]
Since \(J_c/J_{c0}=x^{3/2}=(1+z/\ell)^{-3}\), the porosity is
\[
p(z)=p_0\left(1+\frac{z}{\ell}\right)^3,\qquad p_0=\frac{J}{J_{c0}} .
\]
This holds for \(0<p<1\), a fixed number of pores, passive walls, and constant \(n\), \(D\) and temperature.

**Q:** Which of the two ingredients causes the rise, the depletion or the concentration dependence of the critical current?

**A:** Both are needed. Replace the exponent \(3/2\) by a general \(m\), so that \(p=p_0x^{-m}\), and let \(g=\kappa J_{c0}/c_0\). The depletion equation becomes \(dx/dz=-g\,x^m\). Then
\[
\frac{d\ln p}{dz}=-\frac{m}{x}\frac{dx}{dz}=m\,g\,x^{m-1},
\]
which equals \(mg\) at the surface. The factor \(g\) is the fractional loss of HF per unit depth there, and \(m\) is the sensitivity of the critical current to HF. If \(m=0\), HF still runs down along the pore but the porosity stays constant. If \(g=0\), as for very fast transport, the tip always sees the bath concentration and the porosity again stays constant.

I tested the initial slope by adding thin layers and summing their diffusion resistances, without using the differential equation. For \(m=0.5\), 1, 1.5 and 2, over a depth of \(0.002/g\), the slope agreed with \(mg\) to within 0.5% of \(mg\).

**Q:** Put in numbers for a pore array I might make.

**A:** Take \(c_0=2.50\) mol/L, \(J_{c0}=40.0\) mA/cm², \(D=2.0\times10^{-5}\) cm²/s and \(n=3\). These are rough typical values near room temperature. Let the applied current be 10.0 mA/cm² and the pores be square, on a square lattice of pitch 8.0 µm. Then \(p_0=10.0/40.0=0.250\). With \(F=96485\) C/mol and \(c_0=2.50\times10^{-3}\) mol/cm³,
\[
\ell=\frac{2(3)(96485)(2.0\times10^{-5})(2.50\times10^{-3})}{6(0.0400)}\ \mathrm{cm}
=0.1206\ \mathrm{cm}=1206\ \mu\mathrm m .
\]
At 300 µm, \(1+z/\ell=1.249\). Its cube is 1.947, so the porosity is \(0.250\times1.947=0.487\). The pore width is the pitch times \(\sqrt p\), and it grows from 4.00 to 5.58 µm.

Over the same distance the tip concentration falls to 1.60 mol/L, the critical current density to 20.5 mA/cm², and the front speed from 1.00 to 0.51 µm/min. A 36% loss of HF is therefore enough to nearly double the porosity. The intermediate depths are in the numerical output.

**Q:** How long does the etch take?

**A:** Write \(v_0=J_{c0}/(nF\rho)\) for the initial speed. Since \(v=v_0(1+z/\ell)^{-3}\),
\[
t=\int_0^L\frac{dz}{v}
=\frac1{v_0}\int_0^L\left(1+\frac z\ell\right)^3dz
=\frac{\ell}{4v_0}\left[\left(1+\frac L\ell\right)^4-1\right].
\]
For \(L=300\) µm this is 7.20 h. At the initial speed it would have been 5.0 h. Within this model, raising the applied current at fixed bath conditions does not shorten the time, because \(v\) does not contain \(J\). It makes wider pores.

**Q:** You assumed a steady concentration profile in a pore that keeps getting longer. Is that safe over seven hours?

**A:** Two facts support it. First, at constant \(J\) the quasi-steady concentration at a fixed depth is \(c_0-\kappa J\int_0^z dz'/p(z')\). It depends only on layers already formed above that depth, so it keeps the value it had when the front passed. Lengthening the pore extends the profile without changing the part already there.

Second, little HF is needed to fill the new pore volume. Filling it at bath concentration takes \(c_0\) per unit volume, whereas dissolving the silicon that occupied it took \(\nu\rho\). With \(\rho=82.93\) mol/L the ratio is \(2.50/(6\times82.93)=0.005\).

I also solved the time-dependent diffusion problem for this example, with a moving front, HF storage and the inflow of liquid into the new volume. The porosity differed from the cubic law by at most 0.059% of its local value, and the etching time was 7.19 h. That supports the quasi-steady step, though not the tip rule or the passive walls, which both calculations share.

**Q:** Would stronger acid remove the gradient?

**A:** Not if you keep the initial porosity fixed. Since \(J_{c0}\propto c_0^{3/2}\),
\[
\ell\propto\frac{c_0}{J_{c0}}\propto c_0^{-1/2}
\]
at fixed \(D\), \(n\) and temperature. The supply scales with \(c_0\), but the consumption at the tip scales with \(c_0^{3/2}\), so the relative gradient becomes steeper. Doubling the concentration shortens \(\ell\) to \(1206/\sqrt2=853\) µm. The porosity ratio at 300 µm becomes \((1+300/853)^3=2.47\), compared with 1.95 before.

If you keep the applied current fixed instead, \(p_0\) drops to \(0.250/2^{3/2}=0.088\), and the porosity at 300 µm is \(0.088\times2.47=0.22\). The absolute rise is then smaller, 0.13 instead of 0.24, although the relative rise is larger.

**Q:** How far can the pores go at constant current?

**A:** The formula reaches \(p=1\) when \((1+z_*/\ell)^3=1/p_0\), so
\[
z_*=\ell\left(p_0^{-1/3}-1\right)=708\ \mu\mathrm m
\]
in the example. There the critical current density has fallen to the applied current density, and no wall is left between square pores. This is a formal upper limit. Round pores on a square lattice already touch at \(p=\pi/4\), and thin walls may fail earlier.

**Q:** I want straight pores. Can I reduce the current as I go?

**A:** Yes, but the required current cannot be read from the constant-current profile. When \(J\) changes, the HF flux changes along the whole pore at once, including the part formed earlier. For a uniform porosity \(p_0\), the quasi-steady diffusion law gives
\[
c_{\rm tip}=c_0-\frac{\kappa J(L)L}{p_0}.
\]
The tip rule requires \(J(L)=p_0J_{c0}x^{3/2}\). Inserting it and dividing by \(c_0\),
\[
x=1-\frac{\kappa J_{c0}}{c_0}L\,x^{3/2}
\quad\Rightarrow\quad
x+\frac{2L}{\ell}x^{3/2}=1 .
\]
The left side increases with \(x\), from 0 at \(x=0\) to at least 1 at \(x=1\), so there is one solution in this range. The current ramp is \(J(L)=J(0)\,x^{3/2}\).

Starting from 10.0 mA/cm², the current must fall to 8.06, 6.81 and 5.92 mA/cm² at 100, 200 and 300 µm. At 300 µm the tip then has 1.76 mol/L, more than the 1.60 mol/L of the constant-current etch, because the reduced current draws less HF through the pore. Multiplying the constant-current value of \(J_c\) by \(p_0\) would have given \(0.250\times20.54=5.1\) mA/cm², which is too low. The ramp is a function of depth, so using it as a function of time requires the growth rate as well. It is also only as good as the tip rule and the assumed transport.

**Q:** Which parts of this would you distrust in a real etch?

**A:** The passive walls and the clear diffusion path. The example resembles macropore etching of lightly doped n-type silicon with holes supplied by illumination from the back, and its parameters are rough values for that case.

Wall attack opposes the rise, since the upper walls are exposed longest. Assume a leakage of 10 µA/cm² of wall. The wall area is about 90 times the sample area, so leakage takes \(90\times0.010=0.90\) mA/cm², or 9.0% of the applied current. As a first estimate, keep the tip concentration unchanged. The bottom porosity then falls to \(0.487(1-0.090)=0.443\). Each upper wall face recedes by 108 nm during the etch, which widens the top pore to 4.22 µm and raises its porosity to 0.278. The rise survives, but the ratio drops from 1.95 to about 1.6 in this estimate. The fixed tip concentration makes this value somewhat too high, for the reason given below.

With three times that leakage, the same rough estimate gives \(0.487(1-0.27)=0.36\) at the bottom and \((4.00+0.65)^2/8.0^2=0.34\) at the top. The difference between top and bottom has almost gone, although equal ends do not make the porosity uniform in between. The estimate also leaves out that wider upper pores and a smaller tip current leave more HF at the tip, which lowers the bottom porosity further. A slight reversal is therefore possible already at this leakage, and stronger leakage would make it clearer. This is why the porosity can rise with depth but need not.

**Q:** What keeps the walls passive in the first place?

**A:** The space-charge regions around the pores. Their field draws the holes arriving from below to the pore tips. If the regions of neighbouring pores overlap, no neutral silicon is left between the pores through which holes could diffuse up to the walls. For a doping of \(5\times10^{14}\) cm⁻³ and an assumed band bending of 2 V, its width is about 2.3 µm. Two such regions, one from each side, span 4.6 µm. The walls are 4.00 µm thick at the top and 2.42 µm at the bottom, so by this flat-wall estimate they are depleted between facing pores. Where four pores meet, the diagonal gap between their corners is \(\sqrt2\) times larger, 5.7 µm at the top and 3.4 µm at the bottom, so a neutral core may remain there near the top. Heavier doping or a wider pitch would leave more neutral silicon between the pores.

**Q:** And the diffusion path?

**A:** Hydrogen is the main concern. With \(n=3\), half an H₂ molecule forms per silicon atom, or 1/12 per HF molecule consumed. If it left by diffusion alone, with a diffusivity of \(5\times10^{-5}\) cm²/s and none present at the mouth, its concentration at the 300 µm tip would be
\[
\frac1{12}\times\frac{2.0\times10^{-5}}{5.0\times10^{-5}}\times(2.50-1.60)\ \mathrm{mol/L}\approx 30\ \mathrm{mmol/L}.
\]
For a rough solubility of 0.8 mmol/L per bar, this corresponds to 37 bar. The liquid would be strongly supersaturated, so bubbles are to be expected if they can nucleate. If they reduced the effective \(D\) by 20% along the whole pore, the bottom porosity would be 0.56 instead of 0.49. If they stirred the liquid instead, depletion would be weaker. The model cannot say which effect wins.

**Q:** Are there smaller corrections I should keep in mind?

**A:** A stagnant layer 50 µm thick outside the pores would lower the mouth concentration by 2.1% of the bath value. To first order that raises the initial porosity by \(1.5\times2.1\%\approx3\%\) of its value. Temperature matters more: with an activation energy of 0.35 eV, \(J_c\) changes by about 4.7% per kelvin near 295 K, so a drift during the etch would write its own porosity profile. The HF difference across half a pore width is about 0.3% of the bath value, which supports treating the concentration as uniform across the pore. A purely ohmic estimate of the potential drop along the pore gives about 29 mV for a fixed conductivity of 0.03 S/cm. That is small beside the assumed 2 V, so it hardly changes the band bending. It is only an order of magnitude, because the acid formed at the tip raises the conductivity in the pore and adds a diffusion potential of opposite sign. It is also comparable to \(kT/e\approx25\) mV, so it does not show that the ion drift left out of the HF balance is negligible.

**Q:** Can I carry the cubic law over to microporous or mesoporous silicon?

**A:** Not on this argument. The law needs tips that stay at the critical current density, and that is not guaranteed in those layers. Their large internal surface also gives chemical attack more area to work on, and the upper part is exposed longest. HF depletion may still matter there, but its effect on porosity would need a relation between porosity, current density and HF concentration suited to that material.

## Values computed for the example and the checks

```
Bath HF concentration: 2.50 mol/L
HF diffusivity: 2.0e-05 cm2/s
Charges per Si: 3; HF per Si: 6
Molar density of Si: 82.93 mol/L
Critical current density in bath HF: 40.0 mA/cm2
Applied current density: 10.0 mA/cm2
Pore pitch: 8.0 um; final depth: 300 um
Depletion length ell: 1206 um
Initial porosity: 0.250
Initial slope of ln p: 0.249 per 100 um
Depth um | HF mol/L | Jc mA/cm2 | porosity | width um | um/min
0 | 2.500 | 40.00 | 0.250 | 4.00 | 1.000
100 | 2.132 | 31.50 | 0.317 | 4.51 | 0.787
200 | 1.839 | 25.24 | 0.396 | 5.04 | 0.631
300 | 1.603 | 20.54 | 0.487 | 5.58 | 0.513
Porosity ratio, bottom to top: 1.947
Etching time, formula: 7.20 h
Etching time, transient calculation: 7.19 h
Formal depth for porosity one: 708 um
Same depth from layer sum: 708 um
Constant-porosity ramp at 100 um: J 8.06 mA/cm2, tip HF 2.166 mol/L
Constant-porosity ramp at 200 um: J 6.81 mA/cm2, tip HF 1.935 mol/L
Constant-porosity ramp at 300 um: J 5.92 mA/cm2, tip HF 1.763 mol/L
Largest HF deviation, layer sum: 0.00001 %
Largest porosity deviation, ramp: 0.00000 %
Largest porosity deviation, transient: 0.059 %
Largest change of HF after front passes: 0.020 %
Wall leakage assumed: 10 uA/cm2 of wall
Leakage share of applied current: 9.0 %
Wall recession at top, each side: 108 nm
Porosity with leakage: top 0.278, bottom 0.443
Outer diffusion layer assumed: 50 um
HF drop across outer layer: 2.1 % of bath
H2 diffusivity assumed: 5.0e-05 cm2/s
H2 solubility assumed: 0.8 mmol/(L bar)
Dissolved H2 at tip without bubbles: 29.9 mmol/L
Equivalent H2 pressure: 37 bar
Bottom porosity if bubbles cut D by 20 %: 0.563
Activation energy 0.35 eV at 295 K
Critical current change: 4.7 % per K
Electrolyte conductivity assumed: 0.030 S/cm
Ohmic drop along pore: 29 mV
HF difference over half a pore width: 0.33 % of bath
Doping 5.0e+14 cm-3, band bending 2.0 V
Relative permittivity of Si: 11.9
Space-charge width: 2.29 um
Wall thickness: top 4.00 um, bottom 2.42 um
```
